# Silicon's neutron scattering length from Pendellösung fringes of a Laue plate

## The problem

A parallel-sided plate of perfect silicon stands in a monochromatic neutron beam. The 220 planes are perpendicular to its faces (symmetric Laue geometry). At each wavelength $\lambda$ the plate is rocked through the Bragg angle $\theta$, with $\sin\theta=\lambda/2d$, and the whole diffracted beam is counted. The counts, corrected for the incident flux and detector efficiency at each wavelength, oscillate as $\lambda$ is scanned. The remaining intensity scale is unknown but constant.

The scan is synthetic: 201 points from 0.100 to 0.200 nm with Poisson noise. The data are:

- Lattice parameter $a=0.543102$ nm, so $d=a/\sqrt8=0.192016$ nm and $V=a^3=0.160193$ nm³.
- Measured thickness $t=2.0000$ mm, with standard uncertainty $\sigma_t=2.0$ µm.
- Thermal parameter $B=8\pi^2\langle u^2\rangle=0.0046$ nm², with $\sigma_B=0.0001$ nm². Here $u$ is the displacement of an atom along the normal to the 220 planes.
- After division by $\tan\theta$, two clear maxima lie at $\lambda=0.10775$ nm and $0.19699$ nm, 15 fringes apart. A further maximum near 0.101 nm is left out because it lies close to the edge of the scan.

(a) Derive the integrated reflectivity $R(\lambda)$.
(b) Estimate the coherent scattering length $b$ from the two maxima.
(c) A least-squares fit of the whole curve gives the slope of the fringe phase against $X=\lambda/\cos\theta$ as $q=804.186$ rad/nm, with a relative counting error of $5\times10^{-5}$. Find $b$ and its uncertainty.
(d) What follows if the Debye-Waller factor is left out?

Assume two strong beams, no strain, no absorption, harmonic thermal motion and purely nuclear scattering. A positive $b$ means a repulsive pseudopotential.

## Hints

1. The wave vector component along the surface is conserved. Solve the two-beam equations for the component along the surface normal.
2. Two waves with slightly different normal components beat against each other. Write the beat as a function of a scaled rocking angle $y$.
3. Do not attack the angular integral directly. Differentiate it with respect to the thickness parameter first.
4. Express $\lambda^2/\sin2\theta$ through $\tan\theta$. This shows what the counts must be divided by.
5. Ask which combination of $b$, $t$ and the thermal factor sets the fringe phase.

## Full solution

### Crystal potential and thermal factor

The Fermi pseudopotential is $(2\pi\hbar^2/m)\sum_j b\,\delta(\mathbf r-\mathbf r_j)$. Multiplying the Schrödinger equation by $-2m/\hbar^2$ gives

$$(\nabla^2+k^2-v)\psi=0,\qquad v=4\pi b\sum_j\delta(\mathbf r-\mathbf r_j),\qquad v_G=\frac{4\pi F}{V}.$$

The structure factor $F$ sums the phases $e^{-i\mathbf G\cdot\mathbf r_j}$ over the eight atoms of the cubic cell. For 220, the face-centring translations change $\mathbf G\cdot\mathbf r$ by multiples of $2\pi$. The shift $(a/4)(1,1,1)$ to the second sublattice changes it by $2\pi(2+2)/4=2\pi$. All eight atoms therefore scatter in phase.

Thermal motion multiplies each term by the mean of $e^{iGu}$. For a Gaussian $u$, completing the square gives

$$\langle e^{iGu}\rangle=e^{-G^2\langle u^2\rangle/2}=e^{-W},\qquad W=\frac{2\pi^2\langle u^2\rangle}{d^2}=\frac{B}{4d^2},$$

where $G=2\pi/d$. Hence $F=8b\,e^{-W}$. Here $W=0.0046/0.14748=0.03119$ and $e^{-W}=0.96929$.

### Two-beam waves

Let $z$ be the surface normal and let $\mathbf G$ point along $x$. Insert $\psi=u_0e^{i\mathbf K\cdot\mathbf r}+u_Ge^{i(\mathbf K+\mathbf G)\cdot\mathbf r}$ and keep these two components:

$$(k^2-v_0-K^2)u_0=v_Gu_G,\qquad (k^2-v_0-|\mathbf K+\mathbf G|^2)u_G=v_Gu_0.$$

For a rocking offset $\delta\theta$, conservation of the tangential component gives $K_x=-k\sin(\theta+\delta\theta)\simeq-G/2-p$, with $p=k\cos\theta\,\delta\theta$. Then

$$K_x^2=\tfrac{G^2}{4}+Gp+p^2,\qquad (K_x+G)^2=\tfrac{G^2}{4}-Gp+p^2.$$

Define $E=k^2-v_0-G^2/4-p^2-K_z^2$. The equations become $(E-Gp)u_0=v_Gu_G$ and $(E+Gp)u_G=v_Gu_0$. Their product requires $E^2=v_G^2+G^2p^2$, so

$$E=\pm v_Gs,\qquad s=\sqrt{1+y^2},\qquad y=\frac{Gp}{v_G}=\frac{\pi V\sin2\theta}{\lambda^2F}\,\delta\theta.$$

The last form uses $G=2k\sin\theta$ and $k=2\pi/\lambda$. Since $k^2-G^2/4=k^2\cos^2\theta$,

$$K_z^2=k^2\cos^2\theta-v_0-p^2\mp v_Gs.$$

The potential is tiny compared with $k^2\cos^2\theta$, so the square root may be expanded to first order. The terms $v_0$ and $p^2$ shift both solutions equally and drop out of the difference:

$$\Delta K_z=\frac{v_Gs}{k\cos\theta}=\frac{2\lambda F}{V\cos\theta}\,s.$$

At $y=0$ the beat period in depth is the Pendellösung length $\Lambda=\pi V\cos\theta/(\lambda F)$. For this crystal it is about 96 µm at 0.15 nm.

### Diffracted intensity

The two solutions have $u_G/u_0=\pm s-y$. At the entrance face the total $u_0$ is 1 and the total $u_G$ is 0; reflection at the face is negligible for so weak a potential. If $c_\pm$ are the $u_0$ amplitudes of the two solutions, then

$$c_++c_-=1,\qquad c_+(s-y)=c_-(s+y)\quad\Rightarrow\quad c_\pm=\frac{s\pm y}{2s}.$$

The corresponding $u_G$ amplitudes are $\pm(s^2-y^2)/2s=\pm1/2s$. After thickness $t$ they differ in phase by $\Delta K_zt$. To this order the two beams leave at equal angles to the normal, so the reflectivity is

$$|u_G|^2=\frac{\sin^2(As)}{s^2},\qquad A=\frac{\lambda Ft}{V\cos\theta}=\frac{\pi t}{\Lambda}.$$

### Integration over the rocking angle

Let $S(A)=\int_{-\infty}^{\infty}\sin^2(As)/s^2\,dy$. Differentiate, then substitute $y=\sinh w$, for which $dy/s=dw$:

$$\frac{dS}{dA}=\int_{-\infty}^{\infty}\frac{\sin(2As)}{s}\,dy=f(2A),\qquad f(x)=\int_{-\infty}^{\infty}\sin(x\cosh w)\,dw.$$

To identify $f$, apply the Bessel operator under the integral:

$$f''+\frac{f'}{x}+f=\frac1x\int_{-\infty}^{\infty}\frac{d}{dw}\big[\sinh w\cos(x\cosh w)\big]dw=0.$$

The oscillating end terms are removed by a convergence factor $e^{-\eta\cosh w}$ with $\eta\to0$. As $x\to0$, each half of the range contributes $\int_0^\infty(\sin g/g)\,dg=\pi/2$, with $g=xe^{|w|}/2$. Thus $f(0^+)=\pi$ is finite, which selects the regular solution $f=\pi J_0$. With $S(0)=0$,

$$S=\pi\int_0^AJ_0(2A')\,dA'=\frac{\pi}{2}\int_0^{2A}J_0(x)\,dx.$$

Converting $dy$ to $d(\delta\theta)$ multiplies by $\lambda^2F/(\pi V\sin2\theta)$:

$$\boxed{R=\frac{\lambda^2F}{2V\sin2\theta}\int_0^{2A}J_0(x)\,dx=\frac{d^2F\tan\theta}{V}\int_0^{2A}J_0(x)\,dx}$$

The second form follows from $\lambda^2=4d^2\sin^2\theta$. This answers (a).

The formula was tested against a calculation that keeps four beams of the 220 row, propagates them through the plate and integrates over angle. At four wavelengths between 0.12 and 0.153 nm, the largest relative difference was $1.5\times10^{-5}$.

**Thin plate.** For $A\ll1$ the integral is $2A$ and $R\simeq\lambda^3F^2t/(V^2\sin2\theta\cos\theta)$. This is the kinematic result: it grows as $b^2t$ and has no fringes.

**Thick plate.** For $A\gg1$,

$$\int_0^{2A}J_0\,dx\simeq1+\sqrt{\frac{1}{\pi A}}\,\sin\!\left(2A-\frac{\pi}{4}\right).$$

At 0.15 nm, $A=65.5$, so the fringes have an amplitude of about 7% of the mean. They survive the angular integration because the beat phase $2As$ is stationary at $y=0$.

### Estimate from two maxima

The fringe phase is linear in $X$:

$$2A=qX,\qquad q=\frac{2Ft}{V}=\frac{16\,b\,e^{-W}t}{V}.$$

Maxima of counts divided by $\tan\theta$ that lie $N$ fringes apart satisfy $q\,\Delta X\simeq2\pi N$. For the two maxima used here, the correction to this phase difference is less than 0.001 rad. Therefore

$$b\simeq\frac{\pi NVe^{W}}{8t\,\Delta X}.$$

The peak positions before rounding are $X=0.11226$ nm and $0.22949$ nm, so $\Delta X=0.11723$ nm. (The rounded wavelengths quoted in the problem give $0.22948$ nm and $\Delta X=0.11722$ nm, which changes $b$ by only 0.01%.) With $t=2.000\times10^6$ nm,

$$b\simeq\frac{\pi\times15\times0.160193\times1.0317}{8\times2.000\times10^{6}\times0.11723}\ \text{nm}=4.152\times10^{-6}\ \text{nm}=4.152\ \text{fm}.$$

An error of 0.01 fringe in the separation would change this by 0.07%. A miscount by one whole fringe would change it by nearly 7%.

### Full fit and error budget

The fit has two parameters, the intensity scale and $q$. It compares square roots of counts. The synthetic counts $C$ are plain Poisson numbers that needed no correction, so their variance is their mean. Since $\delta\sqrt C=\delta C/(2\sqrt C)$, every $\sqrt C$ then has variance close to $1/4$. Real counts multiplied by a correction factor $\kappa$ would have variance $\kappa/4$ instead and must be weighted accordingly. The fit gives $\chi^2=0.98$ per degree of freedom, as expected if noise alone separates data and model. Solving for $b$,

$$b=\frac{qVe^{W}}{16t}=\frac{804.186\times0.160193\times1.0317}{16\times2.000\times10^{6}}\ \text{nm}=4.153\ \text{fm}.$$

Take the logarithm, $\ln b=\ln q+B/(4d^2)-\ln t+\text{const}$, and differentiate. For small independent errors,

$$\left(\frac{\sigma_b}{b}\right)^2=\left(\frac{\sigma_q}{q}\right)^2+\left(\frac{\sigma_t}{t}\right)^2+\left(\frac{\sigma_B}{4d^2}\right)^2.$$

| Source | Relative | In $b$ (fm) |
|---|---|---|
| Counting | $0.05\times10^{-3}$ | 0.0002 |
| Thickness | $1.00\times10^{-3}$ | 0.0042 |
| $B$ | $0.68\times10^{-3}$ | 0.0028 |
| Total | $1.21\times10^{-3}$ | 0.0050 |

The answer to (c) is $b=4.153\pm0.005$ fm, or $(4.153\pm0.005)\times10^{-6}$ nm.

More counting time reduces the first row and leaves the others unchanged. With a free intensity scale the fringes fix the product $b\,e^{-W}t$, and no number of points separates its factors. If the absolute scale were known, the prefactor of $R$ would supply $F$ without $t$.

The synthetic plate was made with $b=4.150$ fm and a true thickness of 2.0015 mm. The extra 1.5 µm, 0.075% of $t$, was read by the analysis as extra scattering length. Using the true thickness gives 4.1502 fm, which differs from the input by about one standard counting error.

The budget was also tested on 250 repeated scans in which thickness, $B$ and noise all varied. The recovered values scattered by 0.0049 fm, against 0.0050 fm from the formula; a spread found from 250 repeats is itself uncertain by about 4.5%.

### Omitting the Debye-Waller factor

Setting $W=0$ in the analysis multiplies the result by $e^{-W}$ and gives 4.026 fm. This is 3.1% low, about 25 times the total uncertainty. Thermal motion weakens the coherent 220 wave and lengthens the beat period, and the mistaken analysis attributes this to a weaker nucleus. Nothing in the fit warns of the error, because $W$ is the same at every wavelength of a single reflection. This answers (d).

### Beside a real plate

The input $b$ and $B$ are rough typical values for silicon near room temperature, and perfect silicon plates a few millimetres thick can be made. The following shifts of the recovered $b$ were estimated for this plate, with the size of each disturbance chosen for illustration.

- An rms wavelength spread of 0.2% damps the fringes but moves $b$ by 0.00003 fm.
- A true wavelength larger than the nominal one by 1 part in $10^4$ raises $b$ by 0.0005 fm.
- Attenuation by 0.5 barn per atom removes at most 0.6% of the counts and has no visible effect on $b$.
- A plate 2 K warmer than assumed lowers $b$ by 0.0009 fm, if $B$ is proportional to temperature. Zero-point motion makes $B$ grow more slowly than that, so the real shift is somewhat smaller.

Two further assumptions, no electronic scattering and no strain, can matter more. They are the subjects of the variations. Background counts and uneven thickness across the beam are not included. Nor are half-wavelength neutrons, which the 440 reflection diffracts at the same angle, or other reflections that may be excited at particular wavelengths of a real scan.

## Variation 1: scattering by the atomic charge

**Question.** A real neutron also interacts weakly with electric charge. Take its scattering length on an electron to be the Foldy value, set by the neutron's magnetic moment $\gamma$ in nuclear magnetons and by the proton mass $m_p$ that defines the magneton:

$$b_e=\frac{\gamma e^2}{8\pi\varepsilon_0m_pc^2}=-0.00147\ \text{fm}.$$

How does the length measured at 220 differ from the forward coherent length?

**Solution.** The interaction is proportional to charge density. The electrons contribute $b_ef(G)$, where $f$ is the atomic form factor, and the nucleus contributes $-Zb_e$. In the forward direction $f=Z$ and the two cancel, so

$$b(G)=b(0)-b_e\,[Z-f(G)].$$

Slater orbitals of the free atom give $f=8.76$ at 220; a Hartree-Fock density of the free atom gives 8.71, which would raise the shift below by 0.0001 fm. The difference is $0.00147\times(14-8.76)=+0.0077$ fm, about 1.5 times the total uncertainty found above. The synthetic data contain no such term. A real measurement that returned 4.153 fm at 220 would imply a forward length near 4.145 fm. This estimate omits the neutron's intrinsic charge structure and the effect of bonding on $f$.

## Variation 2: lattice planes that tilt with depth

**Question.** Strain turns the diffracting planes steadily by 0.05 arcsec between the entrance and exit faces. In which direction, and by how much, does the recovered $b$ move?

**Solution.** The local offset is $y=y_0+Y\zeta$, with $\zeta$ running from $-1/2$ to $1/2$ and $Y$ the total tilt in units of $y$. If $Y\ll A$, the change is slow compared with the beating, each wave follows its local solution, and the phase difference is

$$\Phi=2A\int_{-1/2}^{1/2}\sqrt{1+(y_0+Y\zeta)^2}\,d\zeta.$$

For $A\gg1$ the integrated fringes come from the stationary point, which by symmetry is $y_0=0$. Expanding for small $Y$ and using $\int\zeta^2d\zeta=1/12$,

$$\Phi\simeq2A\left(1+\frac{Y^2}{24}\right).$$

The phase grows for either sign of tilt, so $b$ comes out too large. Slice-by-slice propagation at $Y=0.5$, $A=40$ gives an extra phase of 0.825 to 0.830 rad, depending on the angular window and on how the phase is extracted, against 0.833 rad from this formula. The next term in the bracket, $-Y^4/640$, lowers the formula value to 0.826 rad.

At 0.15 nm, $y=1$ corresponds to 0.413 arcsec, so $Y=0.05/0.413=0.12$ and $Y^2/24=6\times10^{-4}$, or about 0.0025 fm. Because $Y$ varies as $1/\tan\theta$ along the scan, the altered curve has to be refitted; this gives $+0.0024$ fm. The shift is about half the total uncertainty. It grows as the square of the tilt, so at this order 0.1 arcsec would move $b$ by roughly 0.009 fm.

The remaining intermediate values are in the numerical output below.

## Computed values

```
lattice parameter a = 0.543102 nm
220 spacing d = 0.192016 nm
cell volume V = 0.160193 nm^3
input b = 4.1500 fm
input B = 0.0046 nm^2, uncertainty 0.0001 nm^2
rms displacement along G = 0.00763 nm
W = 0.03119, exp(-W) = 0.96929
structure factor F = 32.180 fm
measured thickness = 2.0000 mm
thickness uncertainty = 2.0 um
hidden true thickness = 2.0015 mm
scan = 0.100 to 0.200 nm, 201 points
counts per point = 25935 to 63266
at 0.15 nm: energy = 36.36 meV
at 0.15 nm: Bragg angle = 22.991 deg
at 0.15 nm: Pendelloesung length = 95.976 um
at 0.15 nm: A = 65.466 rad
at 0.15 nm: angle for y=1 = 0.4127 arcsec
four-beam change of splitting = 1.3e-06 (relative)
worst error of R formula = 1.5e-05 (relative)
first maximum: lambda = 0.10775 nm, X = 0.11226 nm
last maximum: lambda = 0.19699 nm, X = 0.22949 nm
fringes between them N = 15
hand estimate b = 4.1522 fm
fitted slope q = 804.186 rad/nm
chi^2 per degree of freedom = 0.977
fitted b = 4.1533 fm
b if true thickness were known = 4.1502 fm
b if Debye-Waller is omitted = 4.0258 fm
error from counting = 0.00021 fm
error from thickness = 0.00415 fm
error from B = 0.00282 fm
total error = 0.00502 fm
total relative error = 0.1209 percent
repeats per test = 250
spread, noise only = 0.00021 fm
spread, all sources = 0.00487 fm
tilt test, Y=0.5, A=40: slices 0.8296 rad, formula 0.8333 rad
changes of recovered b from neglected effects:
 wavelength spread 0.2 percent rms: +0.00003 fm
 wavelength scale off by 1e-04: +0.00051 fm
 attenuation, 0.5 barn per atom: +0.00000 fm
 largest attenuation of counts = 0.58 percent
 plane tilt 0.05 arcsec over depth: +0.00235 fm
 plate 2 K warmer than 293 K: -0.00088 fm
 Foldy length = -0.001466 fm
 Slater form factor at 220 = 8.76 electrons
 neutron-electron term: +0.00768 fm
```
